# How wide is a single trap in a capture-emission time map?

**Question**

I am learning to read capture-emission time maps from bias-temperature instability measurements. A transistor is stressed for a time $t_s$, then recovers for a time $t_r$, and the threshold-voltage shift $\Delta V$ is differentiated with respect to the logarithms of both times. I expected a single oxide trap, which has one capture time and one emission time, to appear as a dot. Instead it is said to appear as a peak 1.06 decades wide at half maximum along each axis.

I tried to derive this from the capture law $1-e^{-t/\tau}$. Its time derivative is largest at $t=0$ and has no peak at all. Where does the peak come from, and why should its width not depend on the trap? Does it matter that a charged trap can also emit during stress? And what would a real measurement do to the number?

**Answer**

The missing ingredient is the logarithmic time axis. A derivative with respect to $\ln t$ is $t$ times the derivative with respect to $t$. The factor $t$ suppresses the short-time end, the exponential suppresses the long-time end, and a peak remains between them. Emission during stress moves the peak and changes its height, but not its width.

**What is being plotted**

Take a trap with two states, neutral and charged. When charged it shifts the threshold by $\eta$, the step height, counted positive in the direction of degradation. In one cycle the trap is either charged or neutral, so one recovery trace shows only random steps. The smooth map refers to the mean over many cycles, $\Delta V=\eta\,p(t_s,t_r)$, where $p$ is the probability that the trap is charged. I define

$$G=-\frac{\partial^2\Delta V}{\partial\log_{10}t_s\;\partial\log_{10}t_r}.$$

The minus sign is there because the shift grows with stress time but decays with recovery time. The unit of time inside the logarithms drops out on differentiation.

"Exponential kinetics" means that, at a fixed gate bias, the capture rate $1/\tau_c$ and the emission rate $1/\tau_e$ are constant. I also assume that every cycle starts from the same mean occupancy $p_0$, and that the bias switches quickly compared with the trap.

**Occupancy during stress and recovery**

At fixed bias a neutral trap can capture and a charged trap can emit:

$$\frac{dp}{dt}=\frac{1-p}{\tau_c}-\frac{p}{\tau_e}
=\frac1{\tau_c}-p\left(\frac1{\tau_c}+\frac1{\tau_e}\right).$$

Define

$$\frac1\tau=\frac1{\tau_c}+\frac1{\tau_e},\qquad
p_\infty=\frac{\tau}{\tau_c}=\frac{\tau_e}{\tau_c+\tau_e}.$$

The equation becomes $dp/dt=-(p-p_\infty)/\tau$, so the distance from the steady occupancy decays as $e^{-t/\tau}$. Both processes enter the relaxation time, even if we only want to watch capture.

Let $S$ and $R$ label the stress and recovery biases, with steady occupancies $p_S$ and $p_R$. After stress,

$$p(t_s,0)=p_S-(p_S-p_0)e^{-t_s/\tau_S}.$$

This is the starting value for recovery, during which the distance from $p_R$ decays:

$$p(t_s,t_r)=p_R+\left[p_S-p_R-(p_S-p_0)e^{-t_s/\tau_S}\right]e^{-t_r/\tau_R}.$$

**The two logarithmic derivatives**

Write $x=t_s/\tau_S$ and $y=t_r/\tau_R$. Since $\partial/\partial\ln x=x\,\partial/\partial x$,

$$\frac{\partial}{\partial\ln x}\left(-e^{-x}\right)=xe^{-x},\qquad
\frac{\partial}{\partial\ln y}e^{-y}=-ye^{-y}.$$

The stress derivative removes $p_R$ and the term $(p_S-p_R)e^{-y}$, because neither contains $t_s$. What survives is

$$\frac{\partial^2p}{\partial\ln t_s\,\partial\ln t_r}
=-(p_S-p_0)\,xe^{-x}\,ye^{-y}.$$

Each change from $\ln t$ to $\log_{10}t=\ln t/\ln10$ multiplies the derivative by $\ln10$. With the minus sign in the definition of $G$,

$$G=\eta(p_S-p_0)(\ln10)^2\,h(x)\,h(y),\qquad h(x)=xe^{-x}.$$

This is positive if stress charges the trap, $p_S>p_0$. If $p_S=p_0$ there is no peak, because stress does not change the mean occupancy.

The map is a product. Moving along the stress axis at fixed $t_r$ leaves $h(y)$ constant, and a constant factor cannot alter a width at half maximum. The same holds along the other axis. The time constants only shift the origin of each logarithmic axis, since $\log_{10}x=\log_{10}t_s-\log_{10}\tau_S$. That is why the width does not depend on the trap.

**The width at half maximum**

From

$$\frac{dh}{d\ln x}=x(1-x)e^{-x}$$

we see that $h$ rises for $x<1$, falls for $x>1$, and has its maximum $1/e$ at $x=1$. The peak therefore sits at $t_s=\tau_S$, $t_r=\tau_R$. Its half-height points satisfy

$$xe^{-x}=\frac1{2e}\quad\Longleftrightarrow\quad \ln x-x=-1-\ln2.$$

There is one root on each side of $x=1$, because $h$ is monotonic on each side and tends to zero at both ends. Call them $x_1<1<x_2$. They can be found by hand. For the lower root, rearrange the first equation as $x=e^x/(2e)$ and iterate from 0.25:

$$0.2500,\;0.2362,\;0.2329,\;0.2322,\;0.2320,\ldots$$

For the upper root, rearrange the second as $x=1+\ln2+\ln x$ and iterate from 2.5:

$$2.5000,\;2.6094,\;2.6523,\;2.6686,\;2.6747,\;2.6770,\ldots$$

Near its root, each iteration multiplies the remaining error by the slope of its right-hand side. These slopes are $x_1$ and $1/x_2$, both below one, so the iterations converge. The limits are $x_1=0.23196$ and $x_2=2.67835$.

Both roots obey the logarithmic equation with the same right-hand side. Subtracting one from the other gives

$$\ln x_2-\ln x_1=x_2-x_1.$$

The width in decades is therefore

$$W=\log_{10}\frac{x_2}{x_1}=\frac{x_2-x_1}{\ln10}
=\frac{2.67835-0.23196}{2.30259}=1.0625.$$

This is the 1.06 decades, a factor of about 11.5 in time. The peak is not symmetric: it extends 0.635 decades towards short times and 0.428 towards long times. The short-time side falls only in proportion to $x$, while the long-time side is cut off exponentially.

The result also describes the whole two-dimensional half-height contour, $h(x)h(y)=1/(2e^2)$. Since $h(y)\le1/e$, every point on it has $h(x)\ge1/(2e)$, so $x$ lies between $x_1$ and $x_2$. Both limits are reached at $y=1$. The contour thus spans 1.0625 decades along the stress axis and, by exchanging $x$ and $y$, along the recovery axis.

**What a finite width does to a distribution of traps**

The peak is a response function, not evidence that the trap has a spread of time constants. Its area along one logarithmic axis is

$$\int_{-\infty}^{\infty}h(x)\,d\ln x=\int_0^\infty e^{-x}\,dx=1.$$

The volume under the whole map is consequently $\eta(p_S-p_0)$, the mean shift that the stress can add.

For many independent traps the peaks add. If their density in the plane of $\log_{10}\tau_S$ and $\log_{10}\tau_R$ changes little over about a decade, it can be taken outside the integral over the response. To leading order the map then equals that density times the mean of $\eta(p_S-p_0)$. The first correction is a shift. Since $\int_0^\infty e^{-x}\ln x\,dx=-\gamma=-0.577$, the response is centred $\gamma/\ln10=0.25$ decades below each relaxation time, so a broad distribution appears displaced towards shorter times by about that much along each axis. In the opposite limit, a cluster much narrower than a decade looks like one trap with a larger step. Its internal spread cannot be read directly from the width.

**A numerical example**

Consider a small silicon pMOSFET at 398 K with a 100 nm × 50 nm gate and a 2.2 nm oxide. I choose these round trap parameters:

- At stress, capture takes 20 ms and emission 500 ms on average.
- At recovery, capture takes 50 s and emission 1 s.

The stress rates add to $50+2=52\ \mathrm{s^{-1}}$, so $\tau_S=19.23$ ms. The recovery rates add to $0.02+1=1.02\ \mathrm{s^{-1}}$, so $\tau_R=0.9804$ s. The peak is thus 4 % below the stress capture time and 2 % below the recovery emission time. Reading the position as $(\tau_c,\tau_e)$ is good when the reverse rates are this small, but not in general.

The half-height points are 4.46 and 51.51 ms on the stress axis, and 0.227 and 2.626 s on the recovery axis. Cuts computed numerically from the rate equations, with the other time held at 0.1, 1 or 3 times its relaxation time, all have width 1.0625 decades.

For the height, first place the trap charge at the channel interface and treat the gate as a uniform capacitor with relative permittivity 3.9. The step is

$$\frac{q\,t_{ox}}{\varepsilon A}=2.042\ \mathrm{mV}.$$

A charge 0.5 nm inside the oxide, measured from the channel, has a smaller effect by the factor $1-0.5/2.2$, which gives $\eta=1.578$ mV. The steady occupancies are $p_S=0.9615$ and $p_R=0.0196$. With a fully relaxed start, $p_0=p_R$, so

$$G_{max}=\eta(p_S-p_R)\frac{(\ln10)^2}{e^2}
=1.578\times0.9419\times0.7175\ \mathrm{mV}=1.07\ \mathrm{mV}$$

per square decade. The volume is $1.578\times0.9419=1.49$ mV.

**When the width is no longer 1.06 decades**

*Capture in two steps.* Some oxide traps capture through a metastable intermediate state, and then one exponential need not suffice. Suppose two irreversible steps have the same time constant $\theta$, suppose that only the final state shifts the threshold, and let $x=t_s/\theta$. The intermediate occupancy $m$ obeys $dm/dx=e^{-x}-m$ with $m(0)=0$, so $m=xe^{-x}$. The final state fills at the rate $dF/dx=m$, hence

$$\frac{dF}{d\ln x}=x^2e^{-x}.$$

Its maximum is $4/e^2$ at $x=2$. The half-height equation $x^2e^{-x}=2/e^2$ gives a width of 0.737 decades. The peak is narrower on both sides because $x^2e^{-x}=4\,h(x/2)^2$ is the square of the single-step peak. The short-time side, which now falls as $x^2$, shrinks from 0.635 to 0.419 decades, and the long-time side from 0.428 to 0.318. The narrowing needs a neutral intermediate. If the intermediate already carries the charge, the shift follows $m+F=1-e^{-x}$ and the width stays 1.0625. If a neutral intermediate empties much faster than it fills, capture is again close to one exponential. If the two rates differ by a factor of ten, the width is 1.006 decades. A peak clearly narrower than 1.06 decades thus speaks against simple two-state capture, provided that noise has not distorted it and that no trap with a shift of opposite sign overlaps it.

*Coarse time steps.* Measured derivatives are differences between readings. With a spacing of $\Delta$ decades, the difference quotient is the average of the true peak over a window of width $\Delta$, which broadens it. The widths are 1.072, 1.123 and 1.318 decades for spacings of 0.2, 0.5 and 1 decade. These are the widths of the averaged curve, traced by sliding the window finely along the axis. A window of one decade adds about a quarter to the width; single readings a full decade apart would be too sparse to trace the peak.

*Late readout.* Let the recovery clock start after a delay $d$, so that $t_r=t'+d$. Then

$$e^{-t_r/\tau_R}=e^{-d/\tau_R}e^{-t'/\tau_R}.$$

Differentiation with respect to $\ln t'$ gives the same shape multiplied by $e^{-d/\tau_R}$. In the example, a 1 ms delay lowers the peak by 0.1 % and leaves the width unchanged. For a trap with $\tau_R\ll d$, the same factor removes the peak almost entirely.

*Memory between cycles.* If the rest between cycles is too short, $p_0$ depends on the preceding stress time. The stress cut is then no longer simply $h(x)$. If the total rest is fixed and $t_r$ is read along it, the recovery cut keeps its width, because the distance from $p_R$ is still some function of $t_s$ times $e^{-t_r/\tau_R}$. If instead each cycle ends at $t_r$, then $p_0$ depends on $t_r$ as well and the recovery cut changes too; in the example the cut at $t_s=\tau_S$ narrows to 0.62 decades. Here a 10 s recovery reduces the memory of the previous cycle to $3.7\times10^{-5}$ of its initial value.

**How this compares with a real device**

The example lies in the regime of accelerated negative-bias stress on a thin SiO$_2$-type oxide. The dimensions and trap times are roughly plausible choices, not data for a particular transistor; real trap times spread over many decades. An oxide voltage of 1.5 V gives 6.8 MV/cm, a deliberately high stress. That is 0.57 of a rough breakdown field of 12 MV/cm, though this ratio is not a lifetime estimate. The width relies on simple two-state capture: the two-step cases above, with a neutral intermediate, move it from 1.06 to 1.01 or 0.74 decades. Nonuniform channel current can also make the real step differ from the uniform-capacitor value. If step heights follow an exponential distribution, 5 % exceed three times the mean. This rescales the height and not the width. With a leakage density of 1 A/cm², a generous upper bound for this oxide, and a series resistance of 10 kΩ, the gate-voltage error is 0.5 µV, negligible beside the 1.6 mV step.

Drift of the time constants has a small effect here. For a rough activation energy $E_a=0.6$ eV, a temperature change $\delta T$ shifts each time constant by

$$|\delta\log_{10}\tau|\simeq\frac{E_a}{k_BT^2\ln10}\,|\delta T|,$$

or 0.019 decades for 1 K. If other traps change the oxide voltage by 5 mV and their charge is treated as a uniform sheet, the field changes by 0.023 MV/cm. A charge within about 2 nm of the trap would act roughly ten times more strongly, but with only a few traps under the gate such a close neighbour is rare. With an assumed sensitivity of one decade per MV/cm, that is another 0.023 decades. Treated as independent Gaussian fluctuations of these rms sizes, the two combine to 0.030 decades and widen a cut only to 1.065 decades.

Random scatter is a much larger practical obstacle. Consider one map cell, half a decade wide on each axis and centred on the peak. For each of its two stress times, record the trap occupancy at the two recovery times and subtract the later value from the earlier. This difference $D$ is $-1$, 0 or 1, so $D^2=1$ whenever the state has changed, and

$$\mathrm{var}(D)=P(\text{changed})-\langle D\rangle^2.$$

The cell signal is the difference between the two means $\langle D\rangle$, here 0.151. The cycles at the two stress times are independent, so their variances add, giving 0.387 for one repeat. After $N$ repeats at each stress time the relative noise is

$$\frac{\sqrt{0.387/N}}{0.151}.$$

This is 41 % for $N=100$. Reaching 10 % takes about 1700 repeats (1688 from the unrounded values). For nine stress times from 0.1 ms to 1 s, each followed by 10 s of recovery, the series lasts about 43 hours, including 41 minutes of accumulated stress. The estimate applies to direct differencing in this one cell; it is not a limit on every way of analysing the traces.

So your single trap does have one relaxation time per bias. The logarithmic derivative spreads each exponential over a fixed shape, and its half-height points differ by a factor of 11.5 in time. The numerical output below lists the main values used here.

## Numbers as computed

```
lower root x1 = 0.23196, upper root x2 = 2.67835
lower iterates: 0.2500 0.2362 0.2329 0.2322 0.2320 0.2320
upper iterates: 2.5000 2.6094 2.6523 2.6686 2.6747 2.6770
ratio x2/x1 = 11.547
width from formula = 1.0625 decades
short-time side = 0.6346 decades
long-time side = 0.4279 decades
stress cuts, other time 0.1, 1, 3 tau: 1.0625 1.0625 1.0625 decades
recovery cuts, other time 0.1, 1, 3 tau: 1.0625 1.0625 1.0625 decades
contour extent, stress = 1.06 decades
contour extent, recovery = 1.06 decades
stress: capture 20 ms, emission 500 ms
recovery: capture 50 s, emission 1 s
tau_S = 19.23 ms, tau_R = 0.9804 s
p_S = 0.9615, p_R = 0.0196, difference = 0.9419
half height, stress: 4.46 to 51.51 ms
half height, recovery: 0.227 to 2.626 s
gate 100 nm x 50 nm, oxide 2.2 nm, trap depth 0.5 nm
relative permittivity 3.9, temperature 398 K
step, charge at channel = 2.042 mV
step height eta = 1.578 mV
peak height = 1.066 mV per square decade
peak volume = 1.486 mV
numerical volume / formula = 0.99980
width with 0.2 decade time steps = 1.072 decades
width with 0.5 decade time steps = 1.123 decades
width with 1.0 decade time steps = 1.318 decades
width, two equal capture steps = 0.737 decades
width, capture steps 1:10 in rate = 1.006 decades
activation energy = 0.6 eV
shift of log10 tau for 1 K = 0.0190 decades
other traps 5 mV: field 0.0227 MV/cm
field slope = 1 decade per MV/cm
shift of log10 tau from field = 0.0227 decades
combined rms smear = 0.0296 decades
width with this smear = 1.0649 decades
peak loss by 1 ms delay = 0.102 %
memory after 10 s rest = 3.7e-05
cell signal, half-decade steps = 0.1514
simulated cell signal = 0.1529
cell variance for one repeat = 0.3868
simulated cell variance = 0.3880
relative noise, 100 repeats = 41 %
repeats for 10 % noise = 1688
stress times in the series = 9, 0.1 to 1000 ms
duration of that series = 42.9 h
accumulated stress = 41 min
oxide voltage 1.5 V, field 6.82 MV/cm
field / rough breakdown field of 12 MV/cm = 0.57
leakage 1 A/cm2 through 10000 ohm: 0.50 uV
steps above 3 x mean, exponential law = 5.0 %
```
